# Born's elastic relation for the diamond structure and its failure in carbon

A cubic crystal has three elastic constants. A nearest-neighbour force model of the diamond structure has two parameters, so it can be fitted to two of the constants and then predicts the third. Without knowing the constraint that this imposes, one can be badly misled. Fitted to rough values of $C_{11}$ and $C_{44}$ for diamond, the model returns $C_{12}\approx 413$ GPa, where the crystal has about 120 GPa. The fault is not in the fit: no choice of the two parameters reproduces all three constants. The constraint is Born's relation,

$$4C_{11}(C_{11}-C_{44})=(C_{11}+C_{12})^2. \tag{1}$$

It holds in this model when the elastic constants are read from sound velocities, a condition that turns out to be essential.

## The force-constant tensor

Let $a$ be the cubic edge, $h=a/4$, and $m$ the mass of each atom. An atom of the first sublattice has four neighbours on the second, at $\mathbf r_b=h\boldsymbol\sigma_b$ with

$$\boldsymbol\sigma_b=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1). \tag{2}$$

We assume harmonic forces between nearest neighbours only. If $\Delta\mathbf u$ is the displacement of the second atom minus that of the first, a bond has energy $\tfrac12\Delta\mathbf u\cdot K\,\Delta\mathbf u$.

For the bond along $(1,1,1)$, the threefold axis permutes $x,y,z$ cyclically. This makes the diagonal elements of $K$ equal, and also $K_{xy}=K_{yz}=K_{zx}$. The mirror plane that exchanges $x$ and $y$ gives $K_{xy}=K_{yx}$. Two parameters remain, $\alpha$ on the diagonal and $\beta$ off it. Twofold rotations about the cube axes carry this bond into the others and multiply $K_{ij}$ by $\sigma_i\sigma_j$, so that for every bond

$$K_{ii}=\alpha,\qquad K_{ij}=\beta\,\sigma_i\sigma_j\quad(i\neq j). \tag{3}$$

A displacement along the bond meets the stiffness $\alpha+2\beta$, and one across it $\alpha-\beta$. Both are positive if $-\alpha/2<\beta<\alpha$, which we assume. Purely central springs at their rest length would have $\beta=\alpha$.

## Energy of a long wave

Let the first sublattice move with amplitude $\mathbf U e^{i\mathbf q\cdot\mathbf r}$ and the second with $(\mathbf U+i\mathbf w)e^{i\mathbf q\cdot\mathbf r}$. Expanding the phase difference across a bond to first order in $q$ gives, apart from a common phase factor,

$$\Delta u_i=h\,u_{ij}\sigma_j+w_i,\qquad u_{ij}=U_iq_j. \tag{4}$$

Repeated indices are summed here. The vector $\mathbf w$ is the relative shift of the sublattices, itself of order $q$. Terms left out of (4) change the energy only beyond order $q^2$.

Four bonds belong to each primitive cell, whose volume is $a^3/4=16h^3$. The bond sums follow from (2). Each component is $+1$ twice and $-1$ twice, two different components agree in sign as often as they disagree, and $\sigma_x\sigma_y\sigma_z=1$ for every bond. Hence

$$\sum_b\sigma_i=0,\qquad \sum_b\sigma_i\sigma_j=4\delta_{ij},\qquad \sum_b\sigma_i\sigma_j\sigma_k=4|\varepsilon_{ijk}|, \tag{5}$$

the last for $i\ne j$. Inserting (4) into the bond energies gives three kinds of term.

*Quadratic in $\mathbf w$.* The off-diagonal parts of $K$ cancel in the sum, so $\sum_bK=4\alpha\,\mathbf 1$ and the energy is $2\alpha w^2$.

*Linear in $\mathbf w$.* The term is $h\,w_iu_{kl}\sum_bK_{ik}\sigma_l$. The diagonal part of $K$ gives $\alpha\sum_b\sigma_l=0$, and the off-diagonal part gives $4\beta|\varepsilon_{ikl}|$. With

$$\gamma_x=u_{yz}+u_{zy}\quad\text{and cyclically}, \tag{6}$$

the result is $4h\beta\,\mathbf w\cdot\boldsymbol\gamma$.

*Independent of $\mathbf w$.* The term is $\tfrac12h^2u_{ij}u_{kl}\sum_bK_{ik}\sigma_j\sigma_l$. For $i=k$ the sum is $4\alpha\delta_{jl}$. For $i\ne k$ it is $\beta\sum_b\sigma_i\sigma_k\sigma_j\sigma_l$. Here $\sigma_i\sigma_k$ equals the third component of $\boldsymbol\sigma$, so by (5) the sum is 4 if $j,l$ are the same two axes as $i,k$, in either order, and zero otherwise. This part of the energy is therefore

$$2h^2\Big[\alpha\sum_{ij}u_{ij}^2+\beta\sum_{i\neq k}(u_{ii}u_{kk}+u_{ik}u_{ki})\Big]. \tag{7}$$

In a long acoustic wave the inertial force on the relative coordinate is smaller than the restoring force by a factor of order $q^2$. The shift therefore follows the minimum of $2\alpha w^2+4h\beta\,\mathbf w\cdot\boldsymbol\gamma$:

$$\mathbf w=-\frac{h\beta}{\alpha}\boldsymbol\gamma=-\frac{a\beta}{4\alpha}\boldsymbol\gamma, \tag{8}$$

which lowers the energy by $2h^2\beta^2\gamma^2/\alpha$. Adding this to (7) and dividing by $16h^3$, with $2h^2/16h^3=1/(2a)$, gives the energy density

$$W=\frac1{2a}\Big[\alpha\sum_{ij}u_{ij}^2+\beta\sum_{i\neq k}(u_{ii}u_{kk}+u_{ik}u_{ki})-\frac{\beta^2}{\alpha}\gamma^2\Big]. \tag{9}$$

## The elastic constants and Born's relation

For $u_{ij}=U_iq_j$, both products in the $\beta$ sum equal $U_iU_kq_iq_k$, and each pair of axes occurs twice, so the sum is $4\sum_{i<k}U_iU_kq_iq_k$. Further,

$$\gamma^2=\sum_{i<k}(U_iq_k+U_kq_i)^2=\sum_{i\ne k}U_i^2q_k^2+2\sum_{i<k}U_iU_kq_iq_k. \tag{10}$$

Collecting terms in (9),

$$2W=\frac1a\Big[\alpha\sum_iU_i^2q_i^2+\Big(\alpha-\frac{\beta^2}{\alpha}\Big)\sum_{i\ne k}U_i^2q_k^2+\Big(4\beta-\frac{2\beta^2}{\alpha}\Big)\sum_{i<k}U_iU_kq_iq_k\Big]. \tag{11}$$

In a cubic elastic continuum of density $\rho$, the equation of motion $\rho\omega^2U_i=\partial W/\partial U_i$ has the Christoffel form, for which

$$2W=C_{11}\sum_iU_i^2q_i^2+C_{44}\sum_{i\neq k}U_i^2q_k^2+2(C_{12}+C_{44})\sum_{i<k}U_iU_kq_iq_k. \tag{12}$$

The first two terms give $C_{11}$ and $C_{44}$ directly. The third gives $C_{12}+C_{44}=(2\beta-\beta^2/\alpha)/a$, from which $C_{44}$ is subtracted:

$$C_{11}=\frac{\alpha}{a},\qquad C_{12}=\frac{2\beta-\alpha}{a},\qquad C_{44}=\frac{\alpha^2-\beta^2}{\alpha a}. \tag{13}$$

Now $C_{11}+C_{12}=2\beta/a$ and $C_{11}-C_{44}=\beta^2/(\alpha a)$. The product $4C_{11}(C_{11}-C_{44})$ is thus $4\beta^2/a^2$, the square of $C_{11}+C_{12}$, which is (1). Conversely, $C_{11}$ and $C_{12}$ fix $\alpha$ and $\beta$, and the remaining equation in (13) is then equivalent to (1). The three constants are subject to no other equality. If $C_{11}$ and $C_{44}$ are given instead, only $\beta^2$ is fixed. The condition $\beta>-\alpha/2$ then excludes the negative root, as it does for diamond, unless $\tfrac34C_{11}<C_{44}<C_{11}$; in that case the model admits two values of $C_{12}$. The negative root gives $C_{12}<-C_{11}$, however, and the bulk modulus from (13), $(C_{11}+2C_{12})/3=(4\beta-\alpha)/(3a)$, is positive only for $\beta>\alpha/4$. Smaller $\beta$ gives real sound velocities but constants that no stable crystal has, so such values serve only as formal cases.

The difference $C_{11}-C_{44}$ comes entirely from the sublattice shift: with $\mathbf w=0$ the two constants would be equal. Two special cases are instructive. As $\beta\to\alpha$ the transverse stiffness vanishes, and so do $C_{44}$ and $C_{11}-C_{12}=2(\alpha-\beta)/a$. Central nearest-neighbour springs alone do not hold this structure against shear. For $\beta=0$ each bond is an isotropic spring, $C_{12}=-C_{11}$, and both sides of (1) are zero.

As a test of the whole chain, phonon matrices summed bond by bond were diagonalized at $qa=0.005$ for $(\alpha,\beta,a)=(1,0.6,1)$, $(2,1.7,1.3)$ and $(1.5,-0.4,0.8)$ in arbitrary consistent units. The ratio

$$R=\frac{4C_{11}(C_{11}-C_{44})}{(C_{11}+C_{12})^2} \tag{14}$$

differed from 1 by at most $1.6\times10^{-6}$.

## Why the sound velocities must be specified

Equation (9) also applies to a uniform displacement gradient. Take the small rigid rotation $u_{xy}=\theta$, $u_{yx}=-\theta$. Then $\gamma=0$, the first sum is $2\theta^2$ and the second is $-2\theta^2$, so

$$W_{\rm rot}=\frac{(\alpha-\beta)\theta^2}{a}. \tag{15}$$

A crystal free of external forces cannot resist rotation. The model does so whenever $\beta\ne\alpha$, because a transverse spring refers to fixed directions in space.

This changes the constants obtained from uniform strain. For normal strains, (9) reduces to $(1/2a)[\alpha\sum_iu_{ii}^2+2\beta\sum_{i<k}u_{ii}u_{kk}]$. Comparison with $\tfrac12C_{11}\sum_iu_{ii}^2+C_{12}\sum_{i<k}u_{ii}u_{kk}$ gives $C_{12}^{\rm strain}=\beta/a$, with $C_{11}$ unchanged. For $u_{xy}=u_{yx}=\gamma/2$ the two sums are each $\gamma^2/2$, and setting $W=\tfrac12C_{44}\gamma^2$ gives

$$C_{44}^{\rm strain}=\frac1a\Big[\frac{\alpha+\beta}2-\frac{\beta^2}\alpha\Big]=\frac{(\alpha-\beta)(\alpha+2\beta)}{2\alpha a}. \tag{16}$$

These constants do not in general satisfy (1). A transverse sound wave combines shear with rotation, and the model charges for both.

In a real crystal, other terms in the energy must cancel (15). This changes the constants of uniform strain by amounts of order $(\alpha-\beta)/a$, but it need not change the sound velocities. Adding $-\frac{\alpha-\beta}{2a}\sum_{i\ne k}(u_{ii}u_{kk}-u_{ik}u_{ki})$ to (9) cancels (15) and turns $C_{12}^{\rm strain}$ and $C_{44}^{\rm strain}$ into the values (13), yet it vanishes for a wave, where $u_{ij}=U_iq_j$. The rotation energy alone therefore does not show that (1) must fail; that depends on the further forces actually present. Born's relation tests whether the sound velocities are compatible with the truncated model. It is not a law of the diamond structure.

## Bond bending and the size of the deviation

A model that respects rotations shows how the deviation grows. Keating's energy depends only on scalar products of bond vectors. With a stretching constant $p$ and a bending constant $s$, its value per cell is

$$E=\frac p{8h^2}\sum_b(r_b^2-3h^2)^2+\frac s{8h^2}\sum_{\rm centres}\sum_{b<b'}(\mathbf r_b\cdot\mathbf r_{b'}+h^2)^2. \tag{17}$$

The two centres are the two atoms of the cell. Each bending term involves two neighbours of a common atom, so it couples second neighbours. At rest every bracket vanishes.

*Normal strains $e_i=u_{ii}$.* The three twofold axes survive, so no sublattice shift arises. Each $r_b^2$ changes by $2h^2(e_x+e_y+e_z)$. For two different bonds, one of the products $\sigma_i\sigma'_i$ is $+1$ and two are $-1$, so $\mathbf r_b\cdot\mathbf r_{b'}$ changes by $2h^2(e_x-e_y-e_z)$ or a cyclic form of it. Each form occurs for two of the six pairs, at each of two centres. Squaring, summing and dividing by $16h^3$,

$$W=\frac1{2a}\Big[p\Big(\sum_ie_i\Big)^2+s\Big(3\sum_ie_i^2-2\sum_{i<k}e_ie_k\Big)\Big]. \tag{18}$$

*Shear $u_{xy}=u_{yx}=\gamma/2$ with a shift $w$ along $z$.* The twofold axis along $z$ survives this shear and excludes a shift along $x$ or $y$. Since $\sigma_x\sigma_y=\sigma_z$, $r_b^2$ changes by $2h\sigma_z(h\gamma+w)$. A scalar product changes by $h^2\gamma(\sigma_x\sigma'_y+\sigma_y\sigma'_x)+hw(\sigma_z+\sigma'_z)$. This vanishes if $\sigma'_z=-\sigma_z$. For the two pairs with $\sigma'_z=\sigma_z$, the $x$ and $y$ signs are both reversed and the change is $2h\sigma_z(w-h\gamma)$. The energy per cell is

$$E=2p(w+h\gamma)^2+2s(w-h\gamma)^2. \tag{19}$$

Its minimum, at $w=-h\gamma(p-s)/(p+s)$, is $8h^2\gamma^2ps/(p+s)$. Dividing by $16h^3$ and equating to $\tfrac12C_{44}\gamma^2$ gives the last of

$$C_{11}=\frac{p+3s}a,\qquad C_{12}=\frac{p-s}a,\qquad C_{44}=\frac{4ps}{(p+s)a}, \tag{20}$$

the first two following from (18). Here $C_{11}+C_{12}=2(p+s)/a$ and $C_{11}-C_{44}=(p^2+3s^2)/[(p+s)a]$, so

$$R=\frac{(p+3s)(p^2+3s^2)}{(p+s)^3}=\frac{(p+s)^3+8s^3}{(p+s)^3}. \tag{21}$$

Since $C_{11}-C_{12}=4s/a$,

$$R-1=\Big(\frac{2s}{p+s}\Big)^3=\Big(\frac{C_{11}-C_{12}}{C_{11}+C_{12}}\Big)^3. \tag{22}$$

Within Keating's model Born's relation is approximate, and the error is the cube of a measure of bending. It reaches ten percent when $C_{12}/C_{11}$ falls to 0.366. A small deviation therefore does not show that bending forces are negligible: a bending measure of 0.45 gives an error of only 0.09.

## Diamond in numbers

Take rough, two-figure elastic constants for diamond, $C_{11}=1100$, $C_{12}=120$ and $C_{44}=580$ GPa, with $a=0.36$ nm. From (13),

$$\alpha=C_{11}a=396\ \text{N/m},\qquad \beta=\tfrac12(C_{11}+C_{12})a=220\ \text{N/m}. \tag{23}$$

The predicted shear constant is

$$C_{44}=C_{11}-\frac{(C_{11}+C_{12})^2}{4C_{11}}=1100-\frac{1220^2}{4400}\approx762\ \text{GPa}, \tag{24}$$

which is 31 percent above the rough value used here. The sublattice shift has already lowered it from 1100 GPa.

The optical vibration at $q=0$ gives a second comparison. The relative motion has reduced mass $m/2$ and, in Born's model, energy $2\alpha w^2$ per cell, so $\omega^2=8\alpha/m$. For mass 12 u the frequency is 63.5 THz, against a rough measured size of 40 THz.

Keating's constants from the same $C_{11}$ and $C_{12}$ are $p=(C_{11}+3C_{12})a/4=131$ N/m and $s=(C_{11}-C_{12})a/4=88$ N/m. They give $C_{44}=586$ GPa, within about one percent of the input; rounding of $C_{11}$ and $C_{12}$ alone moves this prediction between 560 and 613 GPa, so the agreement is established only to about five percent. Setting $\gamma=0$ in (19) gives $\omega^2=8(p+s)/m$, or 47.3 THz, which is closer than Born's value but still high. For these diamond values, with $C_{11}$ and $C_{12}$ held fixed, replacing the truncated force law by one with angular forces removes the error in $C_{44}$ to within the rounding of the inputs, but not all of that in the optical frequency.

The lack of rotational invariance is large for these numbers, although it is the 31 percent error in $C_{44}$, not the rotation energy, that measures the failure for sound waves. The transverse stiffness $\alpha-\beta=176$ N/m corresponds to $(\alpha-\beta)/a=490$ GPa, comparable with $C_{44}$ itself. By (15), a rotation through 0.01 rad costs 49 MJ/m³ where it should cost nothing. Uniform strain would give $C_{12}=610$ GPa, $C_{44}=517$ GPa and $R=0.88$.

Both models have been used only to harmonic order. At Keating's optical frequency the vibrational quantum is 7.6 times $kT$ at 300 K, so the motion of this mode is almost entirely zero-point motion. If each primitive cell is treated as an independent oscillator of this frequency and reduced mass $m/2$, the root-mean-square relative shift along one axis is 2.7 percent of the bond length. This estimate is low: summed over all phonons of Keating's model with the same constants, the relative displacement of nearest neighbours is 3.1 percent per axis; the resulting anharmonic change of the elastic constants has not been calculated.

## Silicon, germanium and carbon compared

The table uses rough two-figure elastic constants in GPa. The ranges allow for rounding of these inputs and for no other error.

| Crystal | $C_{11},C_{12},C_{44}$ | $R$ from (14) | $R$ from (22) |
|---|---|---|---|
| diamond | 1100, 120, 580 | 1.41–1.65 | 1.49–1.55 |
| silicon | 170, 64, 80 | 1.06–1.18 | 1.08–1.10 |
| germanium | 130, 48, 67 | 0.96–1.11 | 1.09–1.11 |

Diamond violates Born's relation by about half, far outside the rounding range. Silicon and germanium are consistent with a deviation of about a tenth or less, but data of this precision cannot certify a bound of ten percent.

Equation (22) accounts for the much larger deviation of diamond. It does less well for germanium, whose central value of $R$ is 1.03 against 1.10 from (22). The two rounding ranges overlap, but they share $C_{11}$ and $C_{12}$ and move together: over the rounding range Keating's $C_{44}$ lies between 59.6 and 66.5 GPa and reaches the input range, 66.5 to 67.5 GPa, only at one corner. The ratio $(C_{11}-C_{12})/(C_{11}+C_{12})$ is 0.45 for silicon, 0.46 for germanium and 0.80 for diamond. For these central values the bending measure is less than twice as large in diamond, but its cube is more than five times as large. In Keating's description, diamond departs furthest from the relation because its bending constant is a larger fraction of its stretching constant: $s/p=0.67$, against about 0.3 for silicon and germanium from the same table. The numerical output gives the central values and the remaining intermediate numbers.

## Computed values

```
Born model, largest |R-1| from phonons: 1.6e-06
Keating model, largest error of cubic law: 3.1e-07
Diamond inputs (rough): a = 0.36 nm, mass 12 u
  C11, C12, C44 = 1100, 120, 580 GPa
  optical frequency, rough size = 40 THz
Born alpha = 396.0 N/m
Born beta = 219.6 N/m
Bond stretching alpha+2beta = 835.2 N/m
Bond transverse alpha-beta = 176.4 N/m
Born C44 from phonons = 761.7 GPa
  excess over rough C44 = 31 percent
  shift on halving q = 1.4e-04 GPa
  without sublattice shift = 1100 GPa
C12 if C11 and C44 are fitted instead = 413 GPa
Born optical frequency = 63.5 THz
Keating p = 131.4 N/m, s = 88.2 N/m, s/p = 0.67
Keating C44 = 586.4 GPa
Keating optical frequency = 47.3 THz
Born C12 by uniform strain = 610 GPa
Born C44 by uniform strain = 517 GPa
Born ratio R by uniform strain = 0.88
Rotation by 0.01 rad costs 49.0 MJ/m^3 (should be 0)
Optical quantum / kT at 300 K = 7.6
Bond length = 0.156 nm
Zero-point rms shift per axis / bond = 2.7 percent
Thermal factor on its square at 300 K = 1.0010
R = 4 C11 (C11-C44)/(C11+C12)^2, rough inputs in GPa:
diamond: C11, C12, C44 = 1100, 120, 580
  R = 1.54, rounding range 1.41 to 1.65
  Keating R = 1.518, range 1.488 to 1.548
  C12/C11 = 0.11
silicon: C11, C12, C44 = 170, 64, 80
  R = 1.12, rounding range 1.06 to 1.18
  Keating R = 1.093, range 1.084 to 1.102
  C12/C11 = 0.38
germanium: C11, C12, C44 = 130, 48, 67
  R = 1.03, rounding range 0.96 to 1.11
  Keating R = 1.098, range 1.086 to 1.110
  C12/C11 = 0.37
Keating R = 1.1 at C12/C11 = 0.366
```
